# Zero-point energy of dipole-coupled Drude oscillators from their polarisabilities

Consider \(N\) fixed sites at positions \(\mathbf r_i\). At site \(i\) a particle of mass \(m_i\) and charge \(q_i>0\) is bound to a fixed charge \(-q_i\) by an isotropic harmonic force with angular frequency \(\omega_i\). Its displacement is \(\mathbf s_i\) and the dipole moment is \(\mathbf p_i=q_i\mathbf s_i\). The binding force replaces the Coulomb attraction within a site; different sites interact by Coulomb forces. The particles are distinguishable, and retardation is neglected. SI units are used, with polarisability \(\alpha\) in C m²/V and polarisability volume \(\alpha'=\alpha/(4\pi\varepsilon_0)\).

## (a) The interaction and the bare response

**Find the leading interaction for displacements small against the site separations, and the polarisability of an isolated site at imaginary frequency.**

**Solution.** Let \(\mathbf R=\mathbf r_1-\mathbf r_2=R\,\mathbf n\) and \(f(\mathbf d)=1/|\mathbf d|\). Two mobile and two fixed charges give

\[
U=\frac{q_1q_2}{4\pi\varepsilon_0}\left[f(\mathbf R)-f(\mathbf R+\mathbf s_1)-f(\mathbf R-\mathbf s_2)+f(\mathbf R+\mathbf s_1-\mathbf s_2)\right].
\]

In a Taylor expansion the constants cancel, and so do the linear terms, since \(-\mathbf s_1+\mathbf s_2+(\mathbf s_1-\mathbf s_2)=0\). In second order the squares of \(\mathbf s_1\) and \(\mathbf s_2\) cancel too. The cross term remains:

\[
U\simeq-\frac{q_1q_2}{4\pi\varepsilon_0}\,\mathbf s_1\cdot(\nabla\nabla f)\,\mathbf s_2,\qquad
\nabla\nabla f=\frac{3\mathbf n\mathbf n-1}{R^3}.
\]

Hence \(U\simeq\mathbf p_1\cdot T_{12}\,\mathbf p_2\), and for all sites

\[
V=\tfrac12\sum_{i\ne j}\mathbf p_i\cdot T_{ij}\mathbf p_j,\qquad
T_{ij}=\frac{1-3\mathbf n\mathbf n}{4\pi\varepsilon_0R_{ij}^3},\qquad T_{ii}=0.
\]

The \(3N\times3N\) matrix \(T\) is real and symmetric. Head-to-tail dipoles have the factor \(1-3=-2\) and attract, as they should.

A field \(\mathbf E e^{-i\nu t}\) drives an isolated oscillator by \(m_i\ddot{\mathbf s}=-m_i\omega_i^2\mathbf s+q_i\mathbf E e^{-i\nu t}\), so \(\mathbf p=(q_i^2/m_i)\mathbf E e^{-i\nu t}/(\omega_i^2-\nu^2)\). Putting \(\nu=iu\),

\[
\alpha_i(iu)=\frac{q_i^2/m_i}{\omega_i^2+u^2},\qquad \alpha_i(0)=\frac{q_i^2}{m_i\omega_i^2}.
\]

This is real, positive and decreasing in \(u\), with no resonance on the imaginary axis.

## (b) Coupled modes

**Find the ground-state energy of the oscillators with the interaction \(V\), and the condition for a ground state to exist.**

**Solution.** Set \(\boldsymbol\xi_i=\sqrt{m_i}\,\mathbf s_i\) and \(\boldsymbol\pi_i=\mathbf P_i/\sqrt{m_i}\), where \(\mathbf P_i\) is the momentum. The commutators are unchanged, and

\[
H=\tfrac12\pi^{\mathsf T}\pi+\tfrac12\xi^{\mathsf T}C\xi,\qquad
C_{ij}=\omega_i^2\delta_{ij}+\frac{q_iq_j}{\sqrt{m_im_j}}T_{ij}.
\]

Let \(W\) and \(a\) be the diagonal matrices of \(\omega_i\) and \(\alpha_i(0)\), each entry repeated for three axes. Because \(q_i/\sqrt{m_i}=\omega_i\sqrt{\alpha_i(0)}\),

\[
C=W(1+K)W,\qquad K=a^{1/2}Ta^{1/2}.
\]

An orthogonal rotation diagonalises \(C\), preserves the commutators and leaves \(\pi^{\mathsf T}\pi\) unchanged. If the eigenvalues \(\Omega_k^2\) are positive, \(H\) is a sum of \(3N\) independent oscillators with ground energy \(\frac{\hbar}{2}\sum_k\Omega_k\). Relative to the uncoupled sites,

\[
\Delta E=\frac{\hbar}{2}\left(\sum_{k=1}^{3N}\Omega_k-3\sum_{i=1}^{N}\omega_i\right).
\]

Since \(v^{\mathsf T}Cv=(Wv)^{\mathsf T}(1+K)(Wv)\) and \(W\) is invertible, the condition is that \(1+K\) be positive definite. A zero eigenvalue gives a free coordinate without a normalisable ground state; a negative one makes the energy unbounded below. Stability is assumed until part (g).

## (c) From modes to response

**Express \(\det(C+u^2)/\det(W^2+u^2)\) through the bare polarisabilities and \(T\), and find its sign.**

**Solution.** First, for matrices \(X\) and \(Y\) whose products \(XY\) and \(YX\) both exist, consider

\[
M=\begin{pmatrix}1&-X\\ Y&1\end{pmatrix}.
\]

Subtracting \(Y\) times the first block row from the second leaves a block-triangular matrix with determinant \(\det(1+YX)\). Adding \(X\) times the second row to the first instead gives \(\det(1+XY)\). These operations preserve \(\det M\), so \(\det(1+XY)=\det(1+YX)\), even for rectangular \(X\) and \(Y\).

Now factor out \(W^2+u^2\):

\[
\frac{\det(C+u^2)}{\det(W^2+u^2)}
=\det\left[1+(W^2+u^2)^{-1}Wa^{1/2}T\,a^{1/2}W\right].
\]

Take \(Y=a^{1/2}W\) and let \(X\) be everything to its left in the product. Interchanging them and using the fact that diagonal matrices commute gives

\[
\frac{\det(C+u^2)}{\det(W^2+u^2)}=\det[1+A(iu)T],\qquad
A(iu)=\frac{aW^2}{W^2+u^2}.
\]

The entries of \(A\) are the \(\alpha_i(iu)\) of part (a). For a stable system both determinants on the left are positive at every \(u\ge0\). The logarithm is therefore real, with no choice of branch.

## (d) The energy as an integral

**Prove that**

\[
\boxed{\Delta E=\frac{\hbar}{2\pi}\int_0^\infty du\,\ln\det[1+A(iu)T]}
\]

**and find how the integrand decays.**

**Solution.** For \(\Omega,\omega>0\), integrate by parts:

\[
\begin{aligned}
J&=\int_0^\infty\ln\frac{\Omega^2+u^2}{\omega^2+u^2}\,du\\
&=\left[u\ln\frac{\Omega^2+u^2}{\omega^2+u^2}\right]_0^\infty
-\int_0^\infty\left(\frac{2u^2}{\Omega^2+u^2}-\frac{2u^2}{\omega^2+u^2}\right)du.
\end{aligned}
\]

The boundary term vanishes at zero, and at infinity it behaves as \((\Omega^2-\omega^2)/u\). Writing \(2u^2/(\Omega^2+u^2)=2-2\Omega^2/(\Omega^2+u^2)\), and likewise for \(\omega\),

\[
J=\int_0^\infty\left(\frac{2\Omega^2}{\Omega^2+u^2}-\frac{2\omega^2}{\omega^2+u^2}\right)du=\pi(\Omega-\omega).
\]

By part (c), \(\ln\det(1+AT)\) is the sum of \(\ln(\Omega_k^2+u^2)\) over coupled modes minus the same sum over bare ones. There are \(3N\) of each, so they can be paired in any order. The integral is thus \(\pi(\sum_k\Omega_k-3\sum_i\omega_i)\), and multiplication by \(\hbar/2\pi\) gives the \(\Delta E\) of part (b).

At large \(u\), \(A\simeq aW^2/u^2\) and

\[
\ln\det(1+AT)=\mathrm{Tr}(AT)-\tfrac12\mathrm{Tr}(AT)^2+\cdots .
\]

The first trace vanishes because \(T\) has no diagonal blocks. The integrand therefore falls as \(u^{-4}\).

A direct quantum check uses one axis and two oscillators with \(\hbar=1\), \(\omega_1=1\), \(\omega_2=1.6\) and \(\sqrt{\alpha_1(0)\alpha_2(0)}\,T_{12}=-0.5\). Diagonalising the Hamiltonian with 24 number states per oscillator gives a shift of \(-0.04189813\); the integral gives the same digits.

## (e) Several oscillators on one site

**Let each site carry several oscillators that do not interact with one another on that site. Does the formula survive?**

**Solution.** Label the oscillators by \(s\), let \(w\) be the diagonal matrix of their frequencies, and let the rectangular matrix \(Q\) have the block \((q_s/\sqrt{m_s})\,1\) where oscillator \(s\) belongs to site \(i\), and zero elsewhere. The site dipoles are \(p=Q\xi\), so \(C=w^2+Q^{\mathsf T}TQ\). The rule of part (c) gives

\[
\frac{\det(C+u^2)}{\det(w^2+u^2)}
=\det\left[1+(w^2+u^2)^{-1}Q^{\mathsf T}TQ\right]
=\det\left[1+Q(w^2+u^2)^{-1}Q^{\mathsf T}T\right].
\]

The matrix in front of \(T\) is diagonal, with entries

\[
\alpha_i(iu)=\sum_{s\in i}\frac{q_s^2/m_s}{\omega_s^2+u^2}.
\]

The formula survives with this total site polarisability, provided \(C\) is positive definite. Charges and masses enter only through \(\alpha_i(iu)\), and the determinant keeps the size \(3N\) however many oscillators there are. A bare response with several absorption frequencies can thus be used, within the harmonic model.

## (f) Pair and triple energies

**Expand \(\Delta E\) for weak coupling, with one oscillator per site. Find the second-order energy of a pair and the third-order energy of three equal oscillators.**

**Solution.** If the largest \(|\)eigenvalue\(|\) of \(K\) is below one, the same holds at every \(u\): \(AT\) has the eigenvalues of \(A^{1/2}TA^{1/2}=DKD\), where \(D=W(W^2+u^2)^{-1/2}\) has entries no larger than one. The logarithmic series then converges:

\[
\Delta E=\sum_{n\ge2}\Delta E_n,\qquad
\Delta E_n=\frac{\hbar}{2\pi}\frac{(-1)^{n+1}}{n}\int_0^\infty\mathrm{Tr}(AT)^n\,du.
\]

For a pair, \(\mathrm{Tr}(1-3\mathbf n\mathbf n)^2=1+1+4=6\), and the trace can start at either site. Hence \(\mathrm{Tr}(AT)^2=12\,\alpha'_1(iu)\alpha'_2(iu)/R^6\). Partial fractions give

\[
\int_0^\infty\frac{du}{(\omega_1^2+u^2)(\omega_2^2+u^2)}
=\frac{1}{\omega_2^2-\omega_1^2}\left(\frac{\pi}{2\omega_1}-\frac{\pi}{2\omega_2}\right)
=\frac{\pi}{2\omega_1\omega_2(\omega_1+\omega_2)}.
\]

With static volumes \(\alpha'_i\), this is London's law:

\[
\Delta E_2=-\frac{C_6}{R^6},\qquad
C_6=\frac{3\hbar}{2}\frac{\omega_1\omega_2}{\omega_1+\omega_2}\alpha'_1\alpha'_2.
\]

For three sites, a closed walk of three steps visits every site. There are three starting points and two directions, hence six equal traces. Let \(\mathbf a,\mathbf b,\mathbf c\) be unit vectors taken in order round the triangle. Then

\[
\begin{aligned}
&\mathrm{Tr}[(1-3\mathbf a\mathbf a)(1-3\mathbf b\mathbf b)(1-3\mathbf c\mathbf c)]\\
&=3-9+9[(\mathbf a\cdot\mathbf b)^2+(\mathbf b\cdot\mathbf c)^2+(\mathbf c\cdot\mathbf a)^2]
-27(\mathbf a\cdot\mathbf b)(\mathbf b\cdot\mathbf c)(\mathbf c\cdot\mathbf a).
\end{aligned}
\]

Each scalar product is minus the cosine of an interior angle \(\gamma\). Let \(P=\cos\gamma_1\cos\gamma_2\cos\gamma_3\). From \(\gamma_3=\pi-\gamma_1-\gamma_2\), \(\cos\gamma_3+\cos\gamma_1\cos\gamma_2=\sin\gamma_1\sin\gamma_2\); squaring gives \(\sum\cos^2\gamma=1-2P\). The trace is \(-6+9(1-2P)+27P=3(1+3P)\). For equal oscillators, \(u=\omega\tan\theta\) gives

\[
\int_0^\infty\frac{\omega^6\,du}{(\omega^2+u^2)^3}=\omega\int_0^{\pi/2}\cos^4\theta\,d\theta=\frac{3\pi\omega}{16}.
\]

The prefactor is \((\hbar/2\pi)(1/3)\times6=\hbar/\pi\), so

\[
\Delta E_3=\frac{C_9(1+3P)}{(R_{12}R_{23}R_{31})^3},\qquad C_9=\frac{9}{16}\hbar\omega\alpha'^3.
\]

This is the triple-dipole law: positive for an equilateral triangle (\(P=1/8\)), negative for a line (\(P=-1\)).

## (g) Loss of stability

**When is an equal pair stable, and what does the integral of \(\ln|\det|\) give when it is not?**

**Solution.** Let \(\eta=\alpha'/R^3\). Along the axis \(T_{12}\) contributes \(-2\), across it \(+1\) twice, and in-phase and opposite motions have opposite signs. Thus

\[
\Omega^2=\omega^2(1\pm2\eta),\qquad \Omega^2=\omega^2(1\pm\eta)\ \text{(each twice)}.
\]

Stability requires \(2\eta<1\), or \(R>(2\alpha')^{1/3}\). At shorter distances one mode is unstable while \(\tfrac12<\eta<1\); for \(\eta>1\) two transverse modes are unstable as well. An unstable mode has \(\Omega^2=-\kappa^2\), and the determinant has a zero at \(u=\kappa\). The contribution of each such mode to the integral of \(\ln|\det|\) is

\[
\int_0^\infty\ln\frac{|u^2-\kappa^2|}{u^2+\omega^2}\,du
=\int_0^\infty\ln\left|1-\frac{\kappa^2}{u^2}\right|du+\int_0^\infty\ln\frac{u^2}{u^2+\omega^2}\,du.
\]

The first integrand has the antiderivative \((u-\kappa)\ln|u-\kappa|+(u+\kappa)\ln(u+\kappa)-2u\ln u\), which is continuous at \(\kappa\) and tends to zero at both ends. The first integral vanishes. The second is \(-\pi\omega\), the limit \(\Omega\to0\) of part (d). The result is therefore finite, but it corresponds to the mode sum of part (b) with every unstable mode dropped, and not to a ground-state energy.

For \(\alpha'=0.010\) nm³ and \(\hbar\omega=4.50\) eV the limit is 0.271 nm. At 0.25 nm, \(\eta=0.64\), the lowest \(\Omega^2/\omega^2\) is \(-0.28\), and both the integral and the stable-mode sum give \(-1.640\) eV. For an equal pair, with one or three unstable modes, the determinant at \(u=0\) is negative. In general its sign is no sufficient warning: two such pairs far apart, each with one unstable mode, give a positive determinant. The eigenvalues of \(1+K\) decide.

## (h) Numbers for a pair and two trimers

**Evaluate the shift for a pair, an equilateral triangle and an equally spaced line, with \(\alpha'=0.010\) nm³, \(\hbar\omega=4.50\) eV and nearest spacing 0.60 nm. How far would it apply to magnesium atoms in vapour at 800 K?**

**Solution.** Here \(\eta=0.010/0.60^3=0.0463\). The pair modes have quanta 4.287, 4.395 (twice), 4.603 (twice) and 4.704 eV. Half their sum, taken before rounding, less half of \(6\times4.50\) eV, is \(-7.248\) meV, or \(-1.161\times10^{-21}\) J. The integral agrees to all printed digits. Its integrand is \(-1.290\times10^{-2}\) at \(u=0\), \(-3.218\times10^{-3}\) at \(\omega\) and \(-4.45\times10^{-5}\) at \(4\omega\).

London's law gives \(C_6=\frac34(4.50)(0.010)^2=3.375\times10^{-4}\) eV nm⁶ and \(-7.234\) meV. Expanding the square roots of part (g) to fourth order gives \(\Delta E=\frac12\hbar\omega(-\frac32\eta^2-\frac{45}{32}\eta^4)\). The correction relative to London is \(\frac{15}{16}\eta^2=0.2\%\), as found.

| Energy (meV) | Triangle | Line |
|---|---:|---:|
| Full shift | −21.450 | −14.704 |
| Sum of pair shifts | −21.745 | −14.610 |
| Non-additive remainder | +0.296 | −0.094 |
| Triple-dipole law | +0.345 | −0.063 |

The triangle's remainder is 14% smaller than the triple-dipole law. The line's is half as large again, although the largest \(|\)eigenvalue\(|\) of \(K\) is only 0.137. The series explains this: for the line, order three gives \(-0.063\) meV and order four \(-0.059\) meV. About \(-0.029\) meV of the latter belongs to the pairs, whose shifts contain no odd orders. The other \(-0.030\) meV is non-additive, and higher orders supply the small rest. Order three is weak here because its geometric factor is only \(-2/8\), against \(11/8\) for the triangle.

The parameters are rough values typical of free magnesium atoms. One model error is the neglect of higher multipoles, which can be estimated for the oscillators themselves. Let \(\ell^2=\hbar/(m\omega)\), so each coordinate has ground-state variance \(\ell^2/2\). The dipole–dipole term excites two quanta and has mean square \(\frac32\) in units of \((q^2/4\pi\varepsilon_0)^2\ell^4/R^6\). The dipole–quadrupole term excites three and has mean square \(\frac{45}{4}\) in the same units times \(\ell^2/R^2\). To see this, put the \(z\) axis along \(\mathbf R\) and measure lengths in \(\ell\). The cubic Taylor term of \(1/|\mathbf R+\mathbf d|\) is \(-(5d_z^3-3d_z d^2)/(2R^4)\) with \(\mathbf d=\mathbf s_1-\mathbf s_2\). Its part quadratic in \(\mathbf s_1=(x,y,z)\) and linear in \(\mathbf s_2\) is, apart from \(R^{-4}\), \(\mathbf s_2\cdot\mathbf g\) with \(\mathbf g=(-3xz,\,-3yz,\,3z^2-\tfrac32x^2-\tfrac32y^2)\). Each squared coordinate has mean \(\tfrac12\) and variance \(\tfrac12\), so \(\langle g^2\rangle=\tfrac94+\tfrac94+\tfrac{27}{4}=\tfrac{45}{4}\). Averaging over \(\mathbf s_2\) halves this, and the equal part with the sites interchanged doubles it again; the cross average of the two parts vanishes because it is odd. Second-order perturbation theory divides by these excitation energies, so the ratio of the two energies is

\[
\frac{(45/4)/3}{(3/2)/2}\,\frac{\ell^2}{R^2}=\frac{5\ell^2}{R^2}=0.24
\]

if the oscillator has the electron mass (\(\ell=0.130\) nm). This would deepen the pair energy by about 1.7 meV. In the opposite direction, a counterpoise-corrected restricted Hartree–Fock calculation (def2-TZVP) for two magnesium atoms at this distance gives \(+1.4\) meV. It contains exchange repulsion but no dispersion, and its finite basis limits the accuracy of the density tails. Valence correlation at the CCSD(T) level, in the same basis and also counterpoise-corrected, contributes \(-11.0\) meV, for a total of \(-9.6\) meV. The model's \(-7.2\) meV thus has the right order of magnitude but misses, in this basis, about a third of the correlation energy, more than the multipole estimate accounts for. These correlated values are not converged in the basis. The larger aug-cc-pVTZ set leaves the Hartree–Fock part almost unchanged (\(+1.45\) meV) but gives a correlation contribution of \(-12.4\) meV and a total of \(-11.0\) meV. This is a shift of 1.4 meV, and the model then misses about 40% of the correlation energy. The basis-set limit has not been established. The model is also sensitive to its input: since the pair shift scales nearly as \(\omega\alpha'^2\), a 10% change in \(\alpha'\) alone moves it by about 20%.

Retardation is minor, with \((\omega R/c)^2=1.9\times10^{-4}\). So is thermal excitation, with an occupation near \(10^{-27}\) in the softest pair mode. The motion of the atoms themselves is another matter: \(k_BT=69\) meV is about ten times the pair shift, so at this distance the attraction is weak compared with the thermal energy. Closer approaches, where the attraction is stronger and the dipole model less reliable, are not covered by this comparison. The remaining digits and further cases are in the numerical output.

## Computed results

```
Fock ground-state shift (hbar=1, w=1, 1.6, coupling -0.5): -0.04189813
  same from integral: -0.04189813
irregular 4-site cluster, modes: -112.802245 meV
  same from integral: -112.802245 meV
7 oscillators on 4 sites, 21 modes: -124.161206 meV
  same from 12x12 determinant: -124.161206 meV
integrand ratio on doubling large u: 15.9920
example polarisability volume: 0.010 nm^3
example static polarisability: 1.1127e-39 C m^2/V
example quantum hbar*omega: 4.50 eV
example spacing R: 0.60 nm
coupling volume/R^3: 0.046296
pair mode quanta: 4.28661 4.39460 4.39460 4.60299 4.60299 4.70372 eV
pair ln det at u = 0 omega: -1.290165e-02
pair ln det at u = 1 omega: -3.217608e-03
pair ln det at u = 2 omega: -5.144695e-04
pair ln det at u = 4 omega: -4.449905e-05
pair shift, modes: -7.248392 meV
pair shift, integral: -7.248392 meV = -1.16132e-21 J
pair C6: 3.3750e-04 eV nm^6
pair London energy: -7.233796 meV
triangle shift, modes: -21.449642 meV
triangle shift, integral: -21.449642 meV = -3.43661e-21 J
triangle sum of pair shifts: -21.745176 meV
triangle non-additive remainder: 0.295534 meV
triangle triple-dipole law: 0.345364 meV
line shift, modes: -14.703974 meV
line shift, integral: -14.703974 meV = -2.35584e-21 J
line sum of pair shifts: -14.609816 meV
line non-additive remainder: -0.094159 meV
line triple-dipole law: -0.062793 meV
line spectral radius of coupling: 0.13686
line order 2: -14.580621 meV
line order 3: -0.062793 meV
line order 4: -0.059054 meV
far triangle remainder / triple-dipole law: 0.99802
pair stability limit: 0.2714 nm
unstable pair at 0.25 nm, lowest (Omega/omega)^2: -0.2800
  determinant vanishes at u/omega: 0.5292
  integral of ln|det|: -1.63976 eV
  sum over stable modes only: -1.63976 eV
Drude length sqrt(hbar/(m_e omega)): 0.1301 nm
dipole-quadrupole / London energy: 0.2352
retardation parameter (omega R/c)^2: 1.872e-04
temperature: 800 K, kT: 68.94 meV
thermal occupation of softest pair mode: 9.90e-28
|pair shift| / kT: 0.1051
Mg pair RHF/def2-tzvp interaction, counterpoise: 1.445 meV
```
